# Concavity and monotonicity in the adiabatic connection at fixed density

Hartree atomic units are used throughout. $\hat T$ is the kinetic energy of $N$ electrons and $\hat V=\sum_{i<j}w(\mathbf r_i-\mathbf r_j)$ is their repulsion, with $w\ge 0$; for the Coulomb interaction $w=1/r$. A density $n$ is chosen once and never changed. For a coupling strength $\lambda\ge 0$,

$$F_\lambda=\min_{\Psi\to n}\langle\Psi|\hat T+\lambda\hat V|\Psi\rangle ,\tag{1}$$

where the search runs over all normalised antisymmetric states with density $n$. The minimum is assumed to be attained for every $\lambda$. $\Psi_\lambda$ denotes a minimiser (any one, if there are several), and $T_\lambda$ and $V_\lambda$ are the expectation values of $\hat T$ and $\hat V$ in it, so that $F_\lambda=T_\lambda+\lambda V_\lambda$. With the Hartree energy $U=\tfrac12\iint n(\mathbf r)n(\mathbf r')w(\mathbf r-\mathbf r')$, which does not depend on $\lambda$, the adiabatic-connection integrand is

$$W_\lambda=V_\lambda-U .$$

At $\lambda=0$ a single determinant $\Phi$, the Kohn–Sham determinant, is assumed to be among the minimisers, and $\Psi_0=\Phi$ is chosen. The remaining definitions are

$$T_s=F_0,\quad E_x=\langle\Phi|\hat V|\Phi\rangle-U,\quad E_{xc}=F_1-T_s-U,\quad E_c=E_{xc}-E_x,\quad T_c^\lambda=T_\lambda-T_s ,$$

and $T_c=T_c^1$. The equality $W_0=E_x$ is therefore a definition. The nontrivial part of "the curve starts at $E_x$" is that $W_\lambda\to E_x$ as $\lambda\to0^+$, and this needs an assumption beyond concavity.

Concavity rests on the fact that the set of states searched in (1) is the same for every $\lambda$. Let $\lambda=sa+(1-s)b$ with $0\le s\le1$. Since $\hat T=s\hat T+(1-s)\hat T$, any $\Psi\to n$ satisfies

$$\langle\hat T+\lambda\hat V\rangle_\Psi=s\langle\hat T+a\hat V\rangle_\Psi+(1-s)\langle\hat T+b\hat V\rangle_\Psi\ \ge\ sF_a+(1-s)F_b ,$$

because $\Psi$ is an allowed trial state at $a$ and at $b$ and both weights are non-negative. The right side does not depend on $\Psi$, so the inequality survives minimisation of the left side:

$$F_{sa+(1-s)b}\ \ge\ sF_a+(1-s)F_b .\tag{2}$$

Each state contributes a straight line in $\lambda$, with intercept $\langle\hat T\rangle$ and slope $\langle\hat V\rangle$, and $F_\lambda$ is the lower envelope of these lines. No property of $\hat T$ or $w$ was used, so (2) holds on a lattice and for any interaction. It also holds with an infimum in place of the minimum, and for a search over ensembles.

The behaviour of $W_\lambda$ follows from two trial states. Take $0\le a<b$. Using $\Psi_a$ at coupling $b$ gives $F_b\le T_a+bV_a=F_a+(b-a)V_a$. Using $\Psi_b$ at coupling $a$ gives $F_a\le T_b+aV_b=F_b-(b-a)V_b$. Together,

$$(b-a)V_b\ \le\ F_b-F_a\ \le\ (b-a)V_a .\tag{3}$$

The right inequality says that the line belonging to $\Psi_a$ touches $F$ at $a$ and lies on or above it at larger couplings; the left inequality says the same of the line belonging to $\Psi_b$ at smaller couplings. Together they are the tangent form of concavity. Dividing the outer members of (3) by $b-a>0$ and subtracting $U$,

$$W_b\le W_a\qquad(a<b),\tag{4}$$

for any choice of minimisers at $a$ and $b$. A stronger repulsion never raises $\langle\hat V\rangle$ at unchanged density; in this averaged sense the electrons avoid each other at least as well. Because $w\ge0$, $0\le V_\lambda\le V_0$, and (3) gives $0\le F_b-F_a\le(b-a)V_0$. Hence $F$ is continuous, including at the endpoint $\lambda=0$, where concavity alone would permit a jump. The difference quotient $(F_b-F_a)/(b-a)$ lies between $V_b$ and $V_a$, so wherever $V_\lambda$ is continuous,

$$\frac{dF_\lambda}{d\lambda}=V_\lambda=U+W_\lambda .\tag{5}$$

A monotone function can only have jumps, and at most countably many, since the jump intervals are disjoint and each contains a rational number. At a jump $F$ has a kink, and by (4) every minimiser there has a $V_\lambda$ between the left and right limits.

The integral form does not need (5). Divide $[0,\lambda]$ into $M$ steps of length $\delta=\lambda/M$ with $\lambda_k=k\delta$, and add (3) over the steps; the middle terms telescope:

$$\delta\sum_{k=1}^{M}V_{\lambda_k}\ \le\ F_\lambda-F_0\ \le\ \delta\sum_{k=1}^{M}V_{\lambda_{k-1}} .$$

For a non-increasing function these are the lower and upper Riemann sums, so $\int_0^\lambda V_\mu\,d\mu$ lies between them as well. Their difference telescopes to $\delta(V_0-V_\lambda)$, which vanishes as $M\to\infty$. The two enclosed numbers are therefore equal, and with $V_\mu=U+W_\mu$,

$$F_\lambda=T_s+\lambda U+\int_0^\lambda W_\mu\,d\mu .\tag{6}$$

At $\lambda=1$ this reads $E_{xc}=\int_0^1W_\lambda\,d\lambda$. Subtracting $E_x=\int_0^1E_x\,d\lambda$,

$$E_c=\int_0^1\left(W_\lambda-E_x\right)d\lambda\ \le 0,\tag{7}$$

the sign following from (4) with $a=0$. For the kinetic part, insert $F_\lambda=T_\lambda+\lambda(U+W_\lambda)$ on the left of (6); the terms $\lambda U$ cancel, and

$$T_c^\lambda=\int_0^\lambda W_\mu\,d\mu-\lambda W_\lambda=\int_0^\lambda\left(W_\mu-W_\lambda\right)d\mu\ \ge0,\qquad T_c=\int_0^1\left(W_\lambda-W_1\right)d\lambda .\tag{8}$$

The kinetic cost also never falls with $\lambda$. From (8), adding and subtracting $aW_b$,

$$T_c^b-T_c^a=\int_a^bW_\mu\,d\mu-bW_b+aW_a=\int_a^b(W_\mu-W_b)\,d\mu+a\,(W_a-W_b)\ \ge0 .$$

In the plot of $W_\lambda$ over $0\le\lambda\le1$, draw horizontal lines at $E_x$ and at $W_1$. By (4) the curve stays inside the rectangle of unit width between them. The area between the upper line and the curve is $|E_c|$ by (7), and the area between the curve and the lower line is $T_c$ by (8). The sum is

$$|E_c|+T_c=E_x-W_1 .\tag{9}$$

The height of the rectangle is the repulsion energy saved by correlation. The part $T_c$ of the saving is spent on kinetic energy, and $|E_c|$ is the net gain. A straight line divides the rectangle equally, $T_c=|E_c|$. A curve that drops to near $W_1$ at small $\lambda$ and then stays flat has $T_c\ll|E_c|$.

The next steps use ground states. Let $\hat v=\sum_iv(\mathbf r_i)$, and suppose $\Psi$ is a ground state of $\hat H_\lambda=\hat T+\lambda\hat V+\hat v_\lambda$ with energy $E_\lambda$ and density $n$. Any $\Psi'\to n$ has $\langle\hat T+\lambda\hat V\rangle_{\Psi'}+\int v_\lambda n\ge E_\lambda$ by the variational principle, with equality for $\Psi$. So $\Psi$ is a minimiser in (1), and

$$F_\lambda=E_\lambda-\int v_\lambda\,n .\tag{10}$$

For the starting value, (4) gives only $W_{0^+}\le E_x$. Assume now that $\Phi$ is the non-degenerate ground state of $\hat H_s=\hat T+\hat v_s$, with energy $E_s$ and a gap $\Delta>0$ above it. Write $\Psi_\lambda=c\Phi+\chi$ with $\langle\Phi|\chi\rangle=0$, $x=\|\chi\|$ and $|c|^2=1-x^2$. Both states have density $n$, so $\hat v_s$ has the same expectation value in each and $T_c^\lambda=\langle\Psi_\lambda|\hat H_s-E_s|\Psi_\lambda\rangle$. The operator $\hat H_s-E_s$ annihilates $\Phi$, which leaves $\langle\chi|\hat H_s-E_s|\chi\rangle\ge\Delta x^2$. Next, the right inequality of (3) with $a=0$ reads $T_\lambda+\lambda V_\lambda\le T_s+\lambda V_0$, that is $T_c^\lambda\le\lambda(V_0-V_\lambda)=\lambda(E_x-W_\lambda)$. Finally,

$$V_\lambda=(1-x^2)V_0+2\,\mathrm{Re}\,c^*\langle\Phi|\hat V|\chi\rangle+\langle\chi|\hat V|\chi\rangle .$$

The last term is non-negative. In the middle term $\langle\Phi|\hat V|\chi\rangle=\langle(\hat V-V_0)\Phi|\chi\rangle$ by orthogonality, and the Cauchy–Schwarz inequality bounds its modulus by $\sigma x$, where $\sigma^2=\|(\hat V-V_0)\Phi\|^2=\langle\hat V^2\rangle_\Phi-V_0^2$. With $|c|\le1$ this gives $V_0-V_\lambda\le2\sigma x+V_0x^2$, and the chain is

$$\Delta x^2\ \le\ T_c^\lambda\ \le\ \lambda(E_x-W_\lambda)\ \le\ \lambda\,(2\sigma x+V_0x^2).\tag{11}$$

If $x>0$, dividing the outer members by $x$ gives $(\Delta-\lambda V_0)x\le2\lambda\sigma$; if $x=0$ this holds trivially. For $\lambda<\Delta/V_0$,

$$x\le\bar x=\frac{2\lambda\sigma}{\Delta-\lambda V_0},\qquad 0\le E_x-W_\lambda\le2\sigma\bar x+V_0\bar x^2 .\tag{12}$$

The right side vanishes linearly in $\lambda$, so $W_{0^+}=E_x$ provided $\sigma$ is finite. For the Coulomb interaction and bounded orbitals it is. $\hat V\Phi$ is a finite sum of orbital products times $1/r_{ij}$, and each has squared norm proportional to $\iint|\varphi|^2|\varphi'|^2/r_{12}^2$. The region $r_{12}>1$ contributes at most $1$, and the region $r_{12}<1$ at most $4\pi\sup|\varphi'|^2$, since $\int_{r<1}d^3r/r^2=4\pi$.

Without the gap the result can fail for a given determinant. Inequality (4) holds for every minimiser at $\lambda=0$, so $W_{0^+}$ is at most the smallest $\langle\hat V\rangle-U$ among them. In a finite-dimensional space it equals that smallest value. Some sequence $\Psi_{\lambda_k}$ with $\lambda_k\to0$ converges by compactness. Its limit has density $n$ and kinetic energy $T_s$, because $0\le T_c^\lambda\le\lambda V_0$, so it is a minimiser at $\lambda=0$, and its $\langle\hat V\rangle-U$ is $W_{0^+}$. A four-site Hubbard ring shows the effect: hopping $t=1$ Ha, $\hat V=u\sum_j\hat n_{j\uparrow}\hat n_{j\downarrow}$ with $u=1$ Ha, two electrons of each spin, one electron per site, and $U=\tfrac12u\sum_jn_j^2=2$ Ha. The orbital energies $-2t\cos k$ are $-2t$ for $k=0$ and $0$ for $k=\pm\pi/2$; the fourth, $+2t$ at $k=\pi$, stays empty. Each spin fills $k=0$ and one of two zero-energy orbitals, so $T_s=-4$ Ha with fourfold degeneracy in this spin sector. The two states with three electrons of one spin and one of the other also have $-4$ Ha; their occupations $\tfrac34$ and $\tfrac14$ give $\langle\hat V\rangle=0.75$ Ha, the same as the lower value found below. In a determinant the up and down factors are independent, so $\langle\hat n_{j\uparrow}\hat n_{j\downarrow}\rangle$ is the product of the occupations. With plane waves every occupation is $\tfrac12$, so $\langle\hat V\rangle=4\cdot\tfrac14u$ and $E_x=1-2=-1$ Ha. With the standing waves $(1,0,-1,0)/\sqrt2$ for up spin and $(0,1,0,-1)/\sqrt2$ for down spin, the occupations on each site are $\tfrac34$ and $\tfrac14$. The density is still uniform, $\langle\hat V\rangle=4\cdot\tfrac3{16}u$, and $E_x=0.75-2=-1.25$ Ha. The exact ground state at $\lambda=0.001$ has uniform density and $W=-1.25020$ Ha, so the curve starts from the lower value. Only the value is shared: the ground state does not approach the standing-wave determinant itself, its squared overlap with it being $\tfrac12$ at $\lambda=0.01$. The areas $E_{xc}$ and $T_c$ do not notice one point of the curve, but $E_c$ in (7) depends on $E_x$ and is $0.25$ Ha more negative with the plane-wave choice.

When the ground state of $\hat H_\lambda$ is non-degenerate and $v_\lambda$ is differentiable in $\lambda$, the slope has a closed form. With $v'=dv_\lambda/d\lambda$, eigenstates $|k\rangle$, energies $E_k$ and $|0\rangle=\Psi_\lambda$, first-order perturbation theory for $d\hat H_\lambda/d\lambda=\hat V+\hat v'$ gives

$$|\Psi'\rangle=-\sum_{k\ne0}|k\rangle\frac{\langle k|\hat V+\hat v'|0\rangle}{E_k-E_0}.$$

The slope is $W'_\lambda=2\,\mathrm{Re}\langle\Psi'|\hat V|0\rangle$. The quantity $2\,\mathrm{Re}\langle\Psi'|\hat v'|0\rangle=\int v'\,(dn/d\lambda)$ is zero because the density is fixed, so it may be added, which completes the square:

$$W'_\lambda=F''_\lambda=-2\sum_{k\ne0}\frac{|\langle k|\hat V+\hat v'|0\rangle|^2}{E_k-E_0}\ \le0 .\tag{13}$$

In Görling–Levy theory $E_c^{\rm GL2}$ is the second-order coefficient in $F_\lambda=T_s+\lambda(U+E_x)+\lambda^2E_c^{\rm GL2}+\dots$, so $W'_0=F''_0=2E_c^{\rm GL2}$. To leading order $W_\lambda=E_x+2\lambda E_c^{\rm GL2}$, and (8) gives $T_c^\lambda=\lambda^2E_c^{\rm GL2}-2\lambda^2E_c^{\rm GL2}=\lambda^2|E_c^{\rm GL2}|$. If $F_\lambda$ is differentiable in $n$, the ground-state condition $\delta F_\lambda/\delta n+v_\lambda=\text{const}$ at first order in $\lambda$ yields $v'=-(v_H+v_x)+\text{const}$ at $\lambda=0$, with $v_H=\delta U/\delta n$ and $v_x=\delta E_x/\delta n$.

For a two-electron singlet this can be made explicit. The spatial function is $\Phi=\varphi_0(1)\varphi_0(2)$ with $n=2\varphi_0^2$, so $V_0=\tfrac14\iint nnw=U/2$ and $E_x=-U/2$. The products $\varphi_p(1)\varphi_q(2)$ of real orbitals are eigenfunctions of $\hat H_s$ with energy $\varepsilon_p+\varepsilon_q$; antisymmetric combinations have no matrix element with $\Phi$, so summing over all products equals summing over singlets. Since $\int\varphi_0^2w=v_H/2$, each of the single excitations $\varphi_a\varphi_0$ and $\varphi_0\varphi_a$ has matrix element $m_a=\langle\varphi_a|v_H/2+v'|\varphi_0\rangle$. The density change is $dn/d\lambda=4\int\Phi\Psi'\,d2$. Integration over coordinate 2 against $\varphi_0$ keeps only $\varphi_a(1)\varphi_0(2)$, so $dn/d\lambda=-4\varphi_0\sum_am_a\varphi_a/(\varepsilon_a-\varepsilon_0)$. As $\varphi_0$ has no nodes and the $\varphi_a$ are linearly independent, fixed density forces every $m_a=0$. Then $(v_H/2+v')\varphi_0\propto\varphi_0$, that is $v'=-v_H/2+\text{const}$. A one-body operator cannot reach the double excitations, so with $(0a|0b)=\iint\varphi_0\varphi_a\,w\,\varphi_0\varphi_b$,

$$E_c^{\rm GL2}=-\sum_{a,b\ne0}\frac{(0a|0b)^2}{\varepsilon_a+\varepsilon_b-2\varepsilon_0}.\tag{14}$$

In the smooth case the areas can be written through the slope. Integrating (7) by parts with antiderivative $\lambda-1$, the boundary term $[(\lambda-1)(W_\lambda-E_x)]_0^1$ vanishes at both ends; for (8) with antiderivative $\lambda$, so does $[\lambda(W_\lambda-W_1)]_0^1$. Thus

$$E_c=\int_0^1(1-\lambda)W'_\lambda\,d\lambda,\qquad T_c=-\int_0^1\lambda W'_\lambda\,d\lambda .\tag{15}$$

A drop of $W$ at small $\lambda$ counts mostly toward $|E_c|$, and a drop near $\lambda=1$ mostly toward $T_c$. Concavity of $F$ fixes the sign of $W'$ and says nothing about $W''$. If $W$ is convex, which is not proved here, the curve lies below the chord from $(0,E_x)$ to $(1,W_1)$, so the lower area is at most half the rectangle. It also lies above its initial tangent, so $E_c\ge\int_0^12\lambda E_c^{\rm GL2}\,d\lambda$. Under that condition $T_c\le|E_c|\le|E_c^{\rm GL2}|$.

The worked example has two electrons on a line with $w=1/\sqrt{x^2+1}$, two wells $-1/\sqrt{(x\mp R/2)^2+1}$ with $R=3$ bohr, and hard walls at $\pm6$ bohr, on 23 points of spacing $0.5$ bohr with the three-point kinetic operator. The lattice is part of the model: the results above apply to it exactly, and the digits quoted belong to it and not to the continuum; halving the spacing moves $E_c$, $T_c$ and $E_c^{\rm GL2}$ by 1–2% (to $-0.0842$, $0.0442$ and $-0.1373$ Ha). The density $n$ is that of the exact ground state at $\lambda=1$. At every other $\lambda$ the potential $v_\lambda$ is adjusted by Newton iteration until exact diagonalisation returns $n$, and $F_\lambda$ follows from (10). That route was tested against a direct constrained search on a five-site lattice (spacing $1$ bohr, sites from $-2$ to $2$ bohr, one well $-1.5/\sqrt{(x-0.7)^2+1}$, density of the $\lambda=1$ ground state), where both give $0.7034787$ Ha at $\lambda=0.5$ and $1.7452251$ Ha at $\lambda=2$.

From the orbital $\varphi_0=\sqrt{n/2}$ come $T_s=0.121114$ Ha, $U=1.095200$ Ha and $E_x=-0.547600$ Ha. The interacting state has $E=-1.702743$ Ha, $\int vn=-2.285875$ Ha, $T_1=0.165790$ Ha and $V_1=0.417341$ Ha. The definitions give, in Ha,

$$F_1=-1.702743+2.285875=0.583132,\qquad E_{xc}=0.583132-0.121114-1.095200=-0.633182,$$

$$E_c=-0.633182+0.547600=-0.08558,\qquad T_c=0.165790-0.121114=0.04468,$$

and $W_1=0.417341-1.095200=-0.677859$. Some points of the curve, in Ha:

| $\lambda$ | $F_\lambda$ | $W_\lambda$ | $T_c^\lambda$ | $W'_\lambda$ |
|---|---|---|---|---|
| 0.0 | 0.121114 | −0.547600 | 0.000000 | −0.279827 |
| 0.1 | 0.174515 | −0.574278 | 0.001309 | −0.250514 |
| 0.5 | 0.367120 | −0.643336 | 0.020074 | −0.107857 |
| 1.0 | 0.583132 | −0.677859 | 0.044677 | −0.043918 |
| 2.0 | 0.985230 | −0.704046 | 0.081807 | −0.016317 |

For $a=0$, $b=0.1$, the middle of (3) is $0.174515-0.121114=0.053401$ Ha. The lower member is $0.1\times(1.095200-0.574278)=0.052092$ Ha and the upper is $0.1\times0.547600=0.054760$ Ha. The program asserts (3), the decrease of $W$ and the non-decrease of $T_\lambda$ for every pair of computed couplings between 0 and 2. At $\lambda=0.5$ it checks (5) and (13) against central differences: $0.4518647$ against $V_{0.5}=0.4518646$ Ha, and $-0.1078569$ against the sum over states $-0.1078567$ Ha.

Gauss quadrature of the curve gives $\int_0^1W=-0.6331820$ Ha. The upper area then gives $E_c=-0.0855818$ Ha $=-2.3288$ eV, and the lower area $T_c=0.0446769$ Ha $=1.2157$ eV. Both agree with the definitions and with (15) in all seven printed decimals. They fill the rectangle, $0.0855818+0.0446769=0.1302587$ Ha $=3.5445$ eV, in the ratio $T_c/|E_c|=0.522$.

Equation (14) gives $E_c^{\rm GL2}=-0.139913$ Ha, and $2E_c^{\rm GL2}=-0.279827$ Ha matches the finite-difference slope at the origin, $-0.279826$ Ha. As an estimate of $E_c$ it is too large in magnitude by $0.139913/0.085582-1=63\%$ relative to $|E_c|$, because the slope weakens from $-0.280$ Ha at $\lambda=0$ to $-0.044$ Ha at $\lambda=1$ while the estimate keeps the initial slope throughout. Some flattening must eventually occur, since $V_\lambda\ge0$ keeps $W_\lambda\ge-U$. In this model the overestimate grows as the wells separate and the Kohn–Sham gap closes: 15% at $R=0$ (gap $0.49$ Ha), 63% at $R=3$ bohr ($0.14$ Ha) and about 430% at $R=5$ bohr ($0.029$ Ha). This is a correlation along one family of densities, not a proof that the gap is the cause. On the grid of step $0.1$ in $[0,1]$ the smallest second difference of $W$ is $+8.1\times10^{-4}$ Ha, so the curve appears convex there, and $0.0447<0.0856<0.1399$ has the order that convexity implies. This is an observation about one model.

For the starting value, $\Delta=0.143294$ Ha, $\sigma=0.259784$ Ha and $V_0=0.547600$ Ha, so (12) applies for $\lambda<0.2617$, although $\bar x<1$, and hence a bound on $x$ with any content, requires $\lambda<\Delta/(2\sigma+V_0)=0.134$. At $\lambda=0.05$,

$$\bar x=\frac{2\times0.05\times0.259784}{0.143294-0.05\times0.547600}=0.22412,$$

and the upper bound on $E_x-W_\lambda$ is $2\times0.259784\times0.22412+0.547600\times0.22412^2=0.14395$ Ha. The actual values are $x=0.03291$ and $E_x-W_\lambda=0.013709$ Ha, so the bound is about ten times the value; it secures the limit and is not an estimate. The chain (11) reads $1.552<3.402<6.854<8.846$ in units of $10^{-4}$ Ha. Two of its ratios follow from the leading order. The singles vanish, so $\chi$ consists of doubles of energy at least $2\Delta$, which makes the first ratio at least about 2; it is $2.2$. The second compares $2\lambda^2|E_c^{\rm GL2}|$ with $\lambda^2|E_c^{\rm GL2}|$ and tends to 2; it is $2.01$. The leading-order $T_c^\lambda=0.0025\times0.139913=3.498\times10^{-4}$ Ha lies 3% above the exact $3.402\times10^{-4}$ Ha.

The identification of the areas depends on holding $n$ fixed. If $\lambda$ is scaled at fixed external potential $v$, the arguments for (2), (3) and (6) apply unchanged to the ground-state energy $E_\lambda[v]$, the search now running over all $N$-electron states, so $\langle\hat V\rangle$ still never increases. The area above its final value is then $E_1-E_0-V_1$. With $\Phi_v$ and $n_v$ the non-interacting ground state of $v$ and its density, $E_1-V_1=T_1+\int vn$ and $E_0=T[\Phi_v]+\int vn_v$, so the area is $T_1-T[\Phi_v]+\int v\,(n-n_v)$. It contains a potential-energy term and refers to a different determinant. In the model it is $0.098550$ Ha, against $T_c=0.044677$ Ha, and the curve starts at $\langle\hat V\rangle_{\Phi_v}-U=-0.480483$ Ha, with $U$ taken at the density $n$, against $E_x=-0.547600$ Ha. The complete table and the numerical checks are in the output that follows.

## Calculated quantities

```
5 sites lam=0.5: F search 0.7034787, F inversion 0.7034787 Ha
5 sites lam=2.0: F search 1.7452251, F inversion 1.7452251 Ha
model: R=3.0 bohr, spacing=0.5 bohr, N=23 points, walls at +-6.0 bohr
E(lam=1)=-1.702743 Ha, int v n=-2.285875 Ha, T1=0.165790 Ha
Ts=0.121114 Ha, U=1.095200 Ha, Ex=-0.547600 Ha, V0=0.547600 Ha, V1=0.417341 Ha
lam    F (Ha)     W (Ha)     Tc_lam (Ha)  dW/dlam (Ha)
0.0  0.121114  -0.547600  0.000000  -0.279827
0.1  0.174515  -0.574278  0.001309  -0.250514
0.2  0.225421  -0.597308  0.004729  -0.209328
0.3  0.274233  -0.616171  0.009411  -0.168714
0.4  0.321353  -0.631273  0.014668  -0.134579
0.5  0.367120  -0.643336  0.020074  -0.107857
0.6  0.411804  -0.653056  0.025403  -0.087482
0.7  0.455608  -0.660995  0.030551  -0.072014
0.8  0.498690  -0.667580  0.035480  -0.060196
0.9  0.541167  -0.673124  0.040185  -0.051065
1.0  0.583132  -0.677859  0.044677  -0.043918
1.5  0.787338  -0.694123  0.064609  -0.024374
2.0  0.985230  -0.704046  0.081807  -0.016317
second differences (step 0.1): max F -5.123e-04 Ha, min W 8.090e-04 Ha
lam=0.5: dF/dlam diff 0.4518647 Ha, <V> 0.4518646 Ha
lam=0.5: dW/dlam diff -0.1078569 Ha, sum over states -0.1078567 Ha
Exc = int W = -0.6331820 Ha; F1-Ts-U = -0.6331820 Ha
Ec definition -0.0855818, area -0.0855818, by parts -0.0855818 Ha = -2.3288 eV
Tc definition 0.0446769, area 0.0446769, by parts 0.0446769 Ha = 1.2157 eV
rectangle Ex-W1 = 0.1302587 Ha = 3.5445 eV; Tc/|Ec| = 0.5220
Tc(0.5) definition 0.0200744 Ha, area 0.0200744 Ha
Ec_GL2 -0.139913 Ha, 2Ec_GL2 -0.279827 Ha, W'(0) diff -0.279826 Ha
KS gap 0.143294 Ha, sigma 0.259784 Ha, gap/V0 0.2617
lam=0.05: x=0.03291, bound 0.22412; Ex-W=0.013709, bound 0.143949 Ha
chain (Ha): 1.552e-04 < 3.402e-04 < 6.854e-04 < 8.846e-04
fixed v: <V>_0-U=-0.480483 Ha, area above <V>_1=0.098550 Ha
ring t=1.0, U=1.0 Ha: Ts=-4.0000 Ha, degeneracy 4, Hartree 2.0000 Ha
ring Ex: plane-wave det -1.0000 Ha, standing-wave det -1.2500 Ha
ring W(lam=0.001) = -1.25020 Ha
```
